# Merz's switching law from a step nucleus on a ferroelectric domain wall

**Q.** When I plot the logarithm of switching rate against $1/E$, I get nearly a straight line, Merz's law: rate $\propto\exp(-E_a/E)$. An ordinary activated process whose barrier falls linearly with the field would give $\exp(+\text{const}\cdot E)$. Where does the inverse field come from?

**A.** From a barrier that is itself inversely proportional to the field. Take a flat 180° wall normal to $x$. It separates a domain with polarization $+P$ along $z$, favoured by a field $E$ along $+z$, from a domain with $-P$. The wall advances by one lattice spacing $b$ when a small patch of it jumps forward by $b$ and then spreads sideways. The patch gains energy in proportion to its area and pays in proportion to its perimeter.

Reversing a volume from $-P$ to $+P$ changes $-\mathbf P\cdot\mathbf E$ from $+PE$ to $-PE$, a gain of $2PE$ per volume. A patch of thickness $b$ therefore gains, per area,

$$f=2PbE .$$

Suppose for now that its edge, a step on the wall, costs a constant energy $\lambda$ per length. For a given area the circle has the least perimeter, so the patch is a disc of radius $r$:

$$U(r)=2\pi r\lambda-\pi r^2f .$$

Setting $dU/dr=2\pi\lambda-2\pi rf=0$ gives $r^*=\lambda/f$. Since $d^2U/dr^2=-2\pi f<0$, this is the top of the barrier. Inserting it,

$$U^*=\frac{2\pi\lambda^2}{f}-\frac{\pi\lambda^2}{f}=\frac{\pi\lambda^2}{f}=\frac{\pi\lambda^2}{2PbE}.$$

The nucleation rate contains $\exp(-U^*/kT)$, hence $\exp(-\text{const}/E)$. A weaker field needs a larger patch before area wins over perimeter.

**Q.** Why must there be a wall already? Could a reversed region not form inside a uniform domain?

**A.** Try a sphere with wall energy $\sigma$ per area, ignoring the energy of its bound charge. With $g=2PE$,

$$U=4\pi r^2\sigma-\tfrac43\pi r^3g,\qquad \frac{dU}{dr}=8\pi r\sigma-4\pi r^2g=0\;\Rightarrow\; r^*=\frac{2\sigma}{g},$$

$$U^*=\frac{16\pi\sigma^3}{g^2}-\frac{32\pi\sigma^3}{3g^2}=\frac{16\pi\sigma^3}{3(2PE)^2}.$$

Two things are wrong with this. The field enters as $1/E^2$, because surface now competes with volume. And for $P=40$ µC/cm², $\sigma=100$ mJ/m² and $E=50$ kV/cm the barrier is about 6500 eV. The charge energy, which cannot be negative, would raise it further. The existing wall removes this cost: the patch creates no new wall area, apart from its thin edge.

**Q.** What sets the step energy $\lambda$?

**A.** The lattice. Let $u(y,z)$ be the forward displacement of the wall. Tilting the wall increases its area by the factor $\sqrt{1+|\nabla u|^2}\approx1+|\nabla u|^2/2$, and the lattice favours positions a distance $b$ apart. The simplest energy with both features is

$$\int dy\,dz\left[\frac{\sigma}{2}|\nabla u|^2+V\sin^2\frac{\pi u}{b}-2PEu\right].$$

Here $\sigma$ is taken as isotropic, and $\sigma$ and $V$ are effective free energies at the working temperature.

A straight step at $E=0$ is a profile $u(s)$ rising from $0$ to $b$ along the coordinate $s$ across it. Completing the square,

$$\frac{\sigma}{2}u'^2+V\sin^2\frac{\pi u}{b}=\frac{\sigma}{2}\left(u'-\sqrt{\frac{2V}{\sigma}}\sin\frac{\pi u}{b}\right)^2+\sqrt{2\sigma V}\,\sin\frac{\pi u}{b}\;u'.$$

The last term integrates to a value independent of the profile, and the square is at best zero. The least energy is therefore

$$\lambda=\sqrt{2\sigma V}\int_0^b\sin\frac{\pi u}{b}\,du=\frac{2b}{\pi}\sqrt{2\sigma V}.$$

The vanishing square gives $u=(2b/\pi)\arctan e^{s/w}$. For this profile $\sin(\pi u/b)=\operatorname{sech}(s/w)$ and $u'=(b/\pi w)\operatorname{sech}(s/w)$, so the equation holds if

$$w=\frac b\pi\sqrt{\frac{\sigma}{2V}} .$$

With $b=0.4$ nm and $V=5$ mJ/m²,

$$\lambda=0.2546\ \text{nm}\times\sqrt{2(0.100)(0.005)}\ \text{J/m}^2=8.05\times10^{-12}\ \text{J/m}=0.0503\ \text{eV/nm},$$

and $w=0.403$ nm. At 50 kV/cm, $f=0.00999$ eV/nm², so $r^*=5.03$ nm and $U^*=0.795$ eV.

**Q.** The step is as wide as a lattice cell, and near the critical field the patch may have no sharp edge at all. How far can I trust the disc?

**A.** The disc needs $r^*\gg w$ and a field well below the one at which the lattice stops holding the wall. The steepest slope of $V\sin^2(\pi u/b)$ is $\pi V/b$. Equating it to the force $2PE$ gives

$$E_{\rm lat}=\frac{\pi V}{2Pb}=491\ \text{kV/cm}.$$

Above this the wall moves without nucleation and the barrier is zero, whereas $\pi\lambda^2/f$ is still finite. The critical nucleus can also be computed as the radially symmetric saddle point of the full energy, with no sharp edge assumed. Its barrier, divided by $\pi\lambda^2/f$, is 0.998 at 25 kV/cm, 0.992 at 50 kV/cm and 0.965 at 100 kV/cm. The disc is thus the low-field limit, and a good approximation over this range.

This does not cure the small width. The model treats the wall plane as continuous although $w\approx b$, so $\lambda$ is an estimate. The steepest slope in the step is $b/(\pi w)\approx0.32$. The next term of the square root then changes the gradient energy there by a fraction $0.316^2/4$, about 2.5%.

**Q.** You have left out something electrical. The patch edges that face along $z$ end a polarization, so they must be charged.

**A.** They are, and this changes the numbers considerably. Inside the patch the polarization has changed by $2P$ along $z$. An edge with outward normal $\mathbf n$ carries surface charge $2Pn_z$ over a height $b$, hence line charge $2Pbn_z$. Going counterclockwise round the patch, $n_z\,ds=-dy$, so each edge element carries $dq=-2Pb\,dy$. Edges running along $z$ are neutral.

The dielectric constants are $\epsilon_c$ along $z$ and $\epsilon_a$ across it. I use bulk values down to the width of the step, where they are only a rough guide, so the charged barriers below are estimates. Potentials obey $\epsilon_a(\partial_x^2+\partial_y^2)\phi+\epsilon_c\partial_z^2\phi=-\rho/\epsilon_0$. With $z'=\gamma z$ and $\gamma=\sqrt{\epsilon_a/\epsilon_c}$ the left side becomes $\epsilon_a\nabla'^2\phi$, and $\delta(z)=\gamma\delta(z')$. A point charge $q$ therefore has, in the wall plane,

$$\phi=\frac{q}{4\pi\epsilon_0\bar\epsilon\sqrt{y^2+\gamma^2z^2}},\qquad \bar\epsilon=\frac{\epsilon_a}{\gamma}=\sqrt{\epsilon_a\epsilon_c}.$$

Summing over pairs, with a factor $\tfrac12$ against double counting,

$$W=\frac{(2Pb)^2}{8\pi\epsilon_0\bar\epsilon}\,Q,\qquad Q=\oint\!\!\oint\frac{dy\,dy'}{\sqrt{(y-y')^2+\gamma^2(z-z')^2}} .$$

**Q.** That double integral diverges when the two points meet.

**A.** Logarithmically, and the step width cuts it off. Since neutral edges are cheaper, the patch will lengthen along $z$, so take an ellipse $y=a\cos\theta$, $z=c\sin\theta$. Write $\theta=m+d$ and $\theta'=m-d$. Then $y-y'=-2a\sin m\sin d$ and $z-z'=2c\cos m\sin d$, so the denominator is

$$2R|\sin d|,\qquad R^2=a^2\sin^2m+\gamma^2c^2\cos^2m .$$

Also $dy\,dy'=a^2(\sin^2m-\sin^2d)\,d\theta\,d\theta'$ and $d\theta\,d\theta'=2\,dm\,dd$, with $m$ from $0$ to $2\pi$ and $d$ from $-\pi/2$ to $\pi/2$.

Now let the two charged lines lie a small distance $\zeta$ apart, measured normal to the edge. The vector $(-a\sin m,\,c\cos m)$ along the edge has length $N=\sqrt{a^2\sin^2m+c^2\cos^2m}$, and stretching $z$ by $\gamma$ turns this length into $R$. The stretch multiplies areas by $\gamma$, so the separation becomes $r_0=\gamma\zeta N/R$. The denominator is then $\sqrt{4R^2\sin^2d+r_0^2}$.

Set $\varepsilon=r_0/2R\ll1$ and split the integral at some $\delta$ with $\varepsilon\ll\delta\ll1$:

$$\int_0^{\pi/2}\!\!\frac{dd}{\sqrt{\sin^2d+\varepsilon^2}}\approx\ln\frac{2\delta}{\varepsilon}+\ln\frac{2}{\delta}=\ln\frac4\varepsilon .$$

Both signs of $d$ and the factor $1/2R$ make this $(1/R)\ln(8R/r_0)$. The $\sin^2d$ term needs no cutoff and gives $\int|\sin d|\,dd/2R=1/R$. Hence

$$Q=2a^2\int_0^{2\pi}\frac{dm}{R}\left[\sin^2m\,\ln\frac{8R^2}{\gamma\zeta N}-1\right].$$

The charge is spread as $u'$, with weight $\operatorname{sech}(s/w)/(\pi w)$. As $\zeta$ enters through its logarithm, we need the mean of $\ln|s-s'|$ over two such weights. In units of $w$, with $t$ the separation,

$$\operatorname{sech}s\,\operatorname{sech}(s+t)=\frac{\tanh(s+t)-\tanh s}{\sinh t},$$

whose integral over $s$ is $2t/\sinh t$. Therefore

$$\ln\frac{\zeta}{w}=\frac{4}{\pi^2}\int_0^\infty\frac{t\ln t}{\sinh t}\,dt,\qquad \zeta=1.0875\,w .$$

For a circular patch of radius $20w$ with the diffuse edge, summing the charge energy over Fourier components instead gives agreement to 0.2%.

**Q.** Does the inverse-field law survive this logarithm?

**A.** Approximately. Fix the shape by $a=s/x$, $c=sx$, so that the area is $S=\pi s^2$. Everything paid at the edge is proportional to $s$, apart from the logarithm:

$$U=s\left[\Lambda+A\ln\frac sw\right]-\pi fs^2 ,$$

where $\Lambda$ and $A$ depend on the shape $x$. The top of the barrier in $s$ satisfies

$$\Lambda+A\ln\frac sw+A=2\pi fs .$$

Using this to eliminate the bracket,

$$U^*=s(2\pi fs-A)-\pi fs^2=fS-As .$$

The critical nucleus has the shape $x$ that makes this barrier lowest. For $A=0$ and a circle, $\Lambda=2\pi\lambda$, $s=\lambda/f$, and the earlier result returns. For $A>0$, $fs$ grows slowly with nucleus size, so $U^*E$ is no longer constant. At fixed shape $fs$ grows as the logarithm of the size, so $U^*f=\pi(fs)^2-A\,fs$, and with it $U^*E$, grows as the square of that logarithm. When the shape adjusts, the nucleus lengthens, $A$ falls, and the growth becomes slower than logarithmic.

With $\epsilon_a=800$ and $\epsilon_c=200$, an elliptical nucleus with a fixed step profile gives the values below. Freeing the shape and profile could lower the charged barriers further; I have not computed by how much.

| $E$ (kV/cm) | $a$, $c$ (nm) | $U^*$ uncharged (eV) | $U^*$ charged (eV) |
|---|---|---|---|
| 25 | 10.3, 18.6 | 1.59 | 2.71 |
| 50 | 5.2, 8.6 | 0.79 | 1.25 |
| 100 | 2.7, 3.9 | 0.40 | 0.57 |

The charge raises the barrier by a factor of 1.7 at the lowest field and 1.4 at the highest. The nucleus is elongated along the polarization, more so when it is large.

**Q.** I measure a slope, not a barrier. What slope would I see?

**A.** At the saddle, $U$ is stationary in $a$ and $c$. When $E$ changes, the shifts of $a$ and $c$ do not contribute to first order, and what remains is the explicit field dependence:

$$\frac{dU^*}{dE}=-2PbS .$$

Since $d(1/E)=-dE/E^2$, the local activation field for a rate $\exp(-U^*/kT)$ is

$$E_a=\frac{1}{kT}\frac{dU^*}{d(1/E)}=\frac{2PbS\,E^2}{kT}.$$

It is constant if the critical area scales as $1/E^2$. At 50 kV/cm, or 0.005 V/nm, and 300 K,

$$E_a=\frac{1.997\times140.8\times(0.005)^2}{0.02585}\ \text{V/nm}=0.272\ \text{V/nm}=2720\ \text{kV/cm}.$$

**Q.** Is that the activation field of the wall speed?

**A.** It is if each nucleus covers the whole wall before the next one appears. For a wall of area $L^2$ and $J$ nuclei per area and time, the speed is then $v\approx bJL^2$, with the full exponent $U^*/kT$.

On a large wall many patches nucleate, spread at step speed $c_s$ and merge, while new ones form on top of them. The number of layers completed per time can depend on $J$ and $c_s$ alone. Write it as $J^\alpha c_s^\beta$. Lengths must cancel, $-2\alpha+\beta=0$, and one inverse time must remain, $\alpha+\beta=1$. So $\alpha=1/3$, $\beta=2/3$, and

$$v\propto b\,(Jc_s^2)^{1/3}\propto\exp\left(-\frac{U^*}{3kT}\right).$$

This assumes that $c_s$ has no activation barrier of its own. If it does, with barrier $U_s$, the exponent becomes $(U^*+2U_s)/3kT$.

I simulated both regimes on a periodic square of side 1 with $c_s=1$. Raising $J$ from 1000 to 8000 gave a growth power of 0.311, somewhat below $1/3$; I have not separated finite size from statistical scatter. Raising $J$ from 0.02 to 0.16 gave 0.975, near the single-nucleus value of 1.

On a large wall, then, the local activation fields are 966, 907 and 844 kV/cm at 25, 50 and 100 kV/cm, a fall of 13% relative to the first for the ellipse with a fixed step profile. The diffuse-edge correction found earlier grows roughly as $E^2$ and raises the local slope at the higher fields, so with a free profile the fall would be nearer 10%.

Large means much wider, in both directions, than $(c_s/J)^{1/3}$, roughly the distance a patch spreads before others appear. That is a demanding condition. Take $10^{13}$ attempts per second on each area $b^2$, and $c_s=1$ m/s. The charged barriers above then give about 40 nm at 100 kV/cm, but 0.3 mm at 50 kV/cm and 40 km at 25 kV/cm. At the lower fields the wall of a film is therefore in the single-nucleus regime, where the activation field is three times larger. At 25 kV/cm it would in practice not move at all: with these rates, a wall 3 µm square waits more than $10^{24}$ s for one nucleus, against about 2 s at 50 kV/cm.

**Q.** Would I notice that drift in a Merz plot?

**A.** Hardly, as long as the wall stays in one nucleation regime. I took the exponential factor of the large-wall speed at 25, 35, 50, 70 and 100 kV/cm, holding all prefactors fixed. It spans 12 decades. The best straight line against $1/E$ misses by at most 0.10 decade, while a line against $1/E^2$ misses by up to 0.87 decade. The fitted activation field is 921 kV/cm; without edge charge it would be 512 kV/cm. With one nucleus per layer the span, the misfits and the activation fields all triple, and the plot is just as straight in proportion. A span of 36 decades is beyond any measurement, so a real plot in that regime covers a narrower range of fields, over which the drift is smaller still.

A change of regime would be noticed. By the lengths estimated above, a roughly square wall a few micrometres on a side passes from one nucleus per layer to many somewhere between 50 and 100 kV/cm. Its plot bends there, and the slope falls to about a third. In a thin film the wall is a long strip of small height $h$, and there can be a stage in between: each patch soon spans the height, then spreads along the strip and meets others. The layer rate then depends on $Jh$, a rate per length, and on $c_s$. The same counting of dimensions gives $(Jhc_s)^{1/2}$, so the slope first falls to about a half.

The intercept is less innocent. From $U^*=fS-As$ and $E_a/E=fS/kT$ for a single nucleus, the tangent to the Merz plot extrapolates to a prefactor too large by $\exp(As/kT)$, or $\exp(As/3kT)$ on a large wall. At 50 kV/cm the latter exponent is $907/50-16.18\approx2.0$, a factor of about 7. A speed prefactor read from this intercept would be too large by that factor in this model. Since $v\propto J^{1/3}$, a nucleation prefactor deduced from it would be too large by the cube, $\exp(2720/50-48.53)\approx350$. These exponents are small differences of larger numbers, so only the order of magnitude of the two factors is meaningful.

**Q.** How does this compare with a real film?

**A.** The parameters are round values in the rough regime of tetragonal lead zirconate titanate films. Activation fields of several hundred kV/cm to about 1 MV/cm are a reasonable rough size for such films. The large-wall value of 921 kV/cm lies in that range, but at the lower fields a film's wall is too small for it to apply. The single-nucleus value, near 2800 kV/cm, is then the relevant one, and it is a few times too high. $V$ is poorly known, and a smaller value would lower the activation field, because it reduces $\lambda$ and widens the step. It would also lower $E_{\rm lat}$, and with it the range of fields in which the $1/E$ form holds. The model thus shows how a clean wall can give the form of Merz's law, but does not predict the measured activation field.

Real films break the assumption of a clean, insulating wall. If mobile carriers fully screened the edge charge, the activation field would fall by a factor of about 1.8. If a defect halved $\lambda$ over the whole nucleus, the uncharged barrier there would fall fourfold. The nucleus must also fit into the film: at 25 kV/cm it is $2c\approx37$ nm long.

**Q.** And which neglected effect inside the model is largest?

**A.** Of those I sized, thermal motion of the wall. Letting the charge widen the step matters little: at 50 kV/cm the best common width is 0.431 nm, and the barrier drops by 0.4%.

For the thermal motion, treat small displacements as harmonic, with wave vectors up to $\pi/b$ along each axis. The stiffness of a mode has a tension part $\sigma k^2$, a lattice part $2\pi^2V/b^2$ and a part from the bound charge of the tilted wall. Equipartition gives an rms displacement of 0.090 nm, about a fifth of $b$. Since $\sin^2(\pi u/b)=\tfrac12[1-\cos(2\pi u/b)]$, averaging over a Gaussian displacement multiplies the lattice potential by

$$\exp\left(-\frac{2\pi^2\langle u^2\rangle}{b^2}\right)=0.37 .$$

The tension part $\sigma k^2$ is a continuum form. On a lattice the tension is softer at short wavelengths, which would make this factor smaller still. This is why $V$ had to be the effective value at 300 K. If 5 mJ/m² were instead the bare zero-temperature value, this estimate would cut the uncharged barrier to 0.37 of what I quoted or less, because a softened lattice potential allows larger displacements, which soften it further. The activation field would be smaller, and $E_{\rm lat}$ would drop to $0.37\times491\approx180$ kV/cm or less. The $1/E$ form would remain only at fields well below that, which no longer includes the upper part of the range used here. The remaining values are in the numerical output.

## Numbers as computed

```
polarization P = 40 uC/cm2
lattice spacing b = 0.4 nm
wall energy sigma = 100 mJ/m2
lattice potential height V = 5 mJ/m2
dielectric constants eps_a, eps_c = 800, 200
temperature = 300 K, kT = 0.02585 eV
step energy lam, formula = 0.05026 eV/nm
step energy lam, minimized kink = 0.05026 eV/nm
step width w, formula = 0.4026 nm
step width w, minimized kink = 0.4029 nm
lattice depinning field = 491 kV/cm
edge line charge 2Pb = 1.9973 e/nm
charge prefactor (2Pb)^2/(8 pi eps) = 0.00718 eV/nm
core length / step width = 1.0875
edge charge energy, formula/Fourier = 0.9982
--- field E = 25 kV/cm
drive f = 0.004993 eV/nm2
uncharged: radius = 10.07 nm, barrier = 1.5894 eV
uncharged diffuse saddle: barrier = 1.5860 eV, ratio to sharp = 0.9979
charged: a = 10.26 nm, c = 18.63 nm, area = 600.4 nm2, barrier = 2.7127 eV
charged barrier/kT = 104.93, one third of it = 34.98
local activation field: one nucleus per layer = 2899 kV/cm, many = 966 kV/cm
--- field E = 50 kV/cm
drive f = 0.009986 eV/nm2
uncharged: radius = 5.03 nm, barrier = 0.7947 eV
uncharged diffuse saddle: barrier = 0.7879 eV, ratio to sharp = 0.9915
charged: a = 5.21 nm, c = 8.61 nm, area = 140.8 nm2, barrier = 1.2545 eV
charged barrier/kT = 48.53, one third of it = 16.18
local activation field: one nucleus per layer = 2720 kV/cm, many = 907 kV/cm
--- field E = 100 kV/cm
drive f = 0.019973 eV/nm2
uncharged: radius = 2.52 nm, barrier = 0.3973 eV
uncharged diffuse saddle: barrier = 0.3836 eV, ratio to sharp = 0.9653
charged: a = 2.66 nm, c = 3.93 nm, area = 32.8 nm2, barrier = 0.5728 eV
charged barrier/kT = 22.16, one third of it = 7.39
local activation field: one nucleus per layer = 2531 kV/cm, many = 844 kV/cm
--- whole range 25 to 100 kV/cm, many nuclei
uncharged activation field = 512 kV/cm
best-line activation field = 921 kV/cm
span of log10 rate = 11.98 decades
largest misfit of 1/E line = 0.098 decades
largest misfit of 1/E^2 line = 0.867 decades
growth power of J, large wall = 0.311
growth power of J, small wall = 0.975
layer rate/(J c_s^2)^(1/3), large wall = 1.42
free sphere barrier at 50 kV/cm = 6536 eV
relaxed step width at 50 kV/cm = 0.431 nm
barrier with relaxed width = 1.2493 eV
thermal rms wall displacement = 0.0901 nm
thermal reduction factor of a bare V = 0.367
```
